# Self-consistent ferroelectric transistor stacks with polarization history committed only on acceptance

## What the missing time scale demands

Consider a ferroelectric whose polarization $P$ responds to the field $E$ with hysteresis but without delay. Time enters the model only by ordering the field values: no rate, waiting time or time constant appears. Replacing the time $t$ by any increasing function of $t$ therefore cannot change the response. $P$ can depend on the order of the values that $E$ has passed through, not on how fast they were passed. A numerical bias ramp samples such an ordered path. If each step reproduces the response to the whole stretch of field it covers, dividing the ramp into three steps or three hundred gives the same final state.

Adding the layer voltages also fixes the form of the memory window. If two memory states are compared at equal semiconductor charge, the voltages across all non-hysteretic layers are equal. The difference in gate voltage must then be a length times a field, namely the ferroelectric thickness times the difference of the two ferroelectric fields.

A naive solver can violate the first requirement. It calls a material routine that returns $P(E)$ and stores the new history at each call. During a nonlinear solve, however, most values of $E$ are guesses, and a guess is not a field that the material has experienced. The scheme below follows from keeping guesses and history apart.

## The stack and its sign conventions

The coordinate $x$ runs from the gate into the semiconductor. The layers are a ferroelectric of thickness $t_f$, an insulator of thickness $t_i$ and a p-type semiconductor. All quantities are uniform in the plane. Let $\phi$ be the potential, zero in the bulk, $E=-d\phi/dx$, and $V$ the gate voltage minus the flat-band voltage. Positive $P$ points toward the channel and attracts electrons there.

The displacement is $D=\varepsilon_fE+P$ in the ferroelectric, with $\varepsilon_f>0$, and $D=\varepsilon E$ elsewhere. Poisson's equation is $dD/dx=\rho$. With elementary charge $e$ and thermal voltage $V_{th}=k_BT/e$, Boltzmann carriers give

$$\rho(\phi)=e\left[p_0(e^{-\phi/V_{th}}-1)-n_0(e^{\phi/V_{th}}-1)\right].$$

Here $p_0$ and $n_0$ are the bulk hole and electron densities, with $p_0-n_0=N_A$, the acceptor density, and $p_0n_0=n_i^2$. Source and drain supply electrons, and the drain bias is small enough for one cross-section to represent the channel. Carrier degeneracy, traps, leakage, quantum confinement, coupling between domains and switching kinetics are left out.

Device units are used, because atomic units are unnatural for volts across nanometre films.

## A memory that can be tried without being changed

Hysteresis is built from relays with two states, $\pm1$. A relay with centre $s$ and half-width $r$ switches up when $E$ reaches $s+r$ and down when $E$ reaches $s-r$. For fixed $r$, a rising field switches up the relays with $s\le E-r$, and a falling field switches down those with $s\ge E+r$. One number $y_r$, the boundary between the two groups, stores all their states. It is updated by

$$y_r\leftarrow\max\left[E-r,\min(E+r,y_r)\right].$$

Relays with $s<y_r$ are up and those with $s>y_r$ are down. Let the centres have density $g(s)=\mathrm{sech}^2(s/\delta)/(2\delta)$, whose antiderivative is $\tfrac12\tanh(s/\delta)$. The mean relay state is

$$\int_{-\infty}^{y_r}g\,ds-\int_{y_r}^{\infty}g\,ds
=\tfrac12\left(1+\tanh\frac{y_r}{\delta}\right)-\tfrac12\left(1-\tanh\frac{y_r}{\delta}\right)
=\tanh\frac{y_r}{\delta}.$$

Averaging over half-widths gives $P=P_s\langle\tanh(y_r/\delta)\rangle_r$, where $P_s$ is the saturation polarization.

Write $H$ for the committed set of $y_r$, and $P(E;H)$ for the polarization after a temporary update from $H$ to $E$. Each updated $y_r$ is a continuous, nondecreasing function of $E$, hence so is $P(E;H)$. Its slope is

$$\frac{\partial P}{\partial E}=\frac{P_s}{\delta}\left\langle\chi_r\,\mathrm{sech}^2\frac{y_r}{\delta}\right\rangle_r\ge0,$$

with $\chi_r=1$ if $y_r$ moves with $E$ and $\chi_r=0$ if it stays at its stored value. At the kinks between these cases a one-sided slope is used.

The required independence of subdivision can now be shown. Start at $E_n$, where $y_r\le E_n+r$, and raise the field to $E'$ and then to $E''$. The inner minimum is inactive because $y_r\le E_n+r\le E'+r$. Two updates give

$$\max\left[E''-r,\max(E'-r,y_r)\right]=\max(E''-r,y_r),$$

since $E''\ge E'$. This is the result of one update. A falling field follows by exchanging maxima and minima. The argument needs a monotone field: an excursion far enough beyond $E''$ leaves some $y_r$ larger than the direct path does.

## One bias step as a convex problem

With $H$ frozen, $D(E)$ is an ordinary increasing function. Divide the stack into cells of width $h_k$, with field $E_k=(\phi_k-\phi_{k+1})/h_k$. The ferroelectric and the insulator need one cell each: neither holds free charge, so $D$ is uniform there, and with a uniform history so is $E$. Let $w_i$ be the semiconductor width belonging to node $i$, and define $W_k'(E)=D_k(E)$ and $U'(\phi)=-\rho(\phi)$ with $U(0)=0$. Consider

$$J_H=\sum_k h_kW_k(E_k)+\sum_i w_iU(\phi_i).$$

The potential $\phi_i$ enters the field on its right with factor $+1/h_i$ and the field on its left with factor $-1/h_{i-1}$. Therefore

$$R_i=\frac{\partial J_H}{\partial\phi_i}=D_i-D_{i-1}-w_i\rho(\phi_i),$$

and $R_i=0$ is the discrete Poisson equation. For a change $v$ that vanishes at the gate and in the bulk, the second variation is

$$v^TKv=\sum_k\frac{1}{h_k}\frac{dD_k}{dE_k}(v_k-v_{k+1})^2+\sum_iw_i[-\rho'(\phi_i)]v_i^2 .$$

Here $K$ is the tridiagonal matrix of second derivatives. Both sums are nonnegative, because $dD/dE\ge\varepsilon>0$ and $\rho$ decreases with $\phi$. The first vanishes only for constant $v$, which the end conditions force to zero. Thus $J_H$ is strictly convex. It also grows without bound in every direction, since $\varepsilon E^2/2$ outweighs the polarization term, which grows at most linearly with $|E|$ because $P$ is bounded. Each bias step has one solution.

Newton's direction $d$ solves $Kd=-R$. Along it, the derivative of $J_H$ is $g(\alpha)=R(\phi+\alpha d)\cdot d$, which starts at $-d^TKd<0$ and cannot decrease with $\alpha$. The factor $\alpha$ starts at one and is halved until $g(\alpha)\le0.1|g(0)|$. If $g(\alpha)\le0$, then $J_H$ has fallen along the whole move; the small positive allowance avoids needless halving near the minimum. This is a practical rule and not a proof of convergence, so failure must remain a possible outcome. The iteration ends when the largest change of potential is below $10^{-9}$ V.

## Why the bias may be subdivided freely

Independence of subdivision has been shown for a monotone field, whereas the device is driven by voltage. The missing link comes from integrating the semiconductor equation once. Multiply $\varepsilon_s\phi''=-\rho=U'(\phi)$ by $\phi'$ and integrate from the neutral bulk:

$$\tfrac12\varepsilon_s(\phi')^2=U(\phi).$$

At the surface, where $\phi=\phi_s$, this gives

$$D_s=\mathrm{sgn}(\phi_s)\sqrt{2\varepsilon_sU(\phi_s)},$$

$$U(\phi)=eV_{th}\left[p_0\left(e^{-u}+u-1\right)+n_0\left(e^u-u-1\right)\right],\qquad u=\phi/V_{th}.$$

$D_s$ increases with $\phi_s$, so the inverse $\phi_s(D)$ increases too. Adding the voltages across the layers yields

$$V=t_fE+\frac{t_i}{\varepsilon_i}D+\phi_s(D),\qquad D=\varepsilon_fE+P(E;H).$$

Every term on the right is nondecreasing in $E$ and the first is strictly increasing. A higher $V$ at fixed $H$ means a higher $E$. A monotone voltage ramp therefore produces a monotone field ramp, and one frozen-history step ends in the same state as the continuous ramp.

Steps must still end at every turning point of the applied voltage. A step that jumps across a reversal omits a real extremum, and no convergence criterion can restore it.

## The acceptance rule

The accepted state consists of bias, potential and memory. A trial proceeds as follows.

1. Choose a trial bias and solve $R=0$ with the committed $H$.
2. Reject the trial if Newton's iteration fails or if $|\Delta P|$ exceeds a chosen resolution. Keep all three old quantities and halve the step.
3. Otherwise update every $y_r$ once, at the converged field, and commit all three quantities together.

The limit on $|\Delta P|$ controls how densely the curve is sampled. In this rate-independent model it does not control the accuracy of the end point. With switching kinetics a time scale would enter, the opening argument would lapse, and the step size would carry a time-integration error.

The proof also fails if the intrinsic response has $dP/dE<-\varepsilon_f$, as on an unstable branch of a Landau polarization curve. Then $D(E)$ is not increasing, several solutions may exist, and a rule for choosing among them is needed.

## An example, and what the naive rules do to it

Take round model parameters: $t_f=10$ nm, $t_i=1$ nm, relative permittivities 25, 10 and 12 for ferroelectric, insulator and semiconductor, $P_s=4$ µC/cm² and $\delta=0.5$ MV/cm. Fifty equally weighted half-widths fill the range from 0.5 to 1.5 MV/cm at cell midpoints. The semiconductor has $N_A=10^{17}$ cm⁻³ and $n_i=10^{10}$ cm⁻³ at 300 K. Its 500 nm depth is divided into 400 cells that widen away from the surface.

Starting from $y_r=0$, the bias goes to $+3$, $-3$, 0, $+3$ and 0 V. The first stop at zero is the erased state and the last is the programmed state. The Newton scheme gives:

| $V$ (V) | $P$ (µC/cm²) | $E$ (MV/cm) | $\phi_s$ (V) |
|---:|---:|---:|---:|
| $-3$ | $-3.565$ | $-1.848$ | $-0.287$ |
| 0, erased | $-2.706$ | $0.414$ | $-0.212$ |
| $+3$ | $1.963$ | $1.344$ | $1.098$ |
| 0, programmed | $1.212$ | $-0.491$ | $0.477$ |

At $+3$ V the displacement is 4.939 µC/cm². The insulator drops 0.113 V per µC/cm², hence 0.558 V, and the voltage sum is $1.344+0.558+1.098=3.000$ V. With Boltzmann carriers, the semiconductor takes 1.10 V in inversion but only 0.29 V in accumulation. More voltage is left for the other layers at negative bias, which is why erasing is more complete than programming. In both rest states $E$ opposes $P$: this is the depolarizing field.

These numbers illustrate the method and do not predict a real device. At $\pm3$ V, Boltzmann statistics put more than $10^{21}$ carriers per cm³ at the semiconductor surface, far above the band-edge densities of silicon, which are of order $10^{19}$ cm⁻³. Fermi statistics would increase the semiconductor drop at both biases and so weaken the switching. The insulator field $D/\varepsilon_i$ is 5.6 MV/cm at $+3$ V and 8.6 MV/cm in magnitude at $-3$ V, high enough for leakage, trapping or breakdown to matter in a real film.

Now let the memory be updated at every Newton iterate. On going from the erased state to $+3$ V in one step, the first iterate combines the new gate voltage with the old interior potential. The far side of the ferroelectric was at $0-0.414=-0.414$ V, so the first trial field is

$$\frac{3-(-0.414)}{10}\ \mathrm{V/nm}=3.41\ \mathrm{MV/cm}.$$

The converged field of the correct solution is 1.34 MV/cm. The false extremum is stored, and the later iterates descend from it. The final polarizations, in µC/cm², are:

| Bias step (V) | Frozen memory | Updated at iterates |
|---:|---:|---:|
| 3.0 | 1.963 | 3.997 |
| 0.5 | 1.963 | 2.570 |
| 0.1 | 1.963 | 2.116 |

In a step $\Delta V$ the first trial field exceeds the previous field by $\Delta V/t_f$, so smaller steps plant smaller false extrema. Even at 0.1 V the error is 0.153 µC/cm², or 8% of the correct value. Reducing the step treats the symptom at growing cost; freezing the memory removes the cause.

A second fault is to reject a converged trial but keep its memory. Suppose $+3$ V is tried from the erased state and rejected, and the solver retreats to 1.5 V. The correct polarization there is $-1.456$ µC/cm². With the rejected memory it is $+1.953$ µC/cm², which has the wrong sign. When the ramp then reaches $+3$ V, the polarization is again 1.963 µC/cm², so inspecting the end point would not reveal the fault.

The recovery can be derived. At $-3$ V the field is $E_-=-1.848$ MV/cm, and every memory variable has been pushed down to $E_-+r$. A later rise to $E_a$ gives $y_r=\max(E_a-r,E_-+r)$. Let the field fall to $E_b\ge E_-$ and return to $E_a$. Variables equal to $E_-+r$ never exceed $E_b+r$, so the fall leaves them alone. Those equal to $E_a-r$ may fall, but the return sets them to $E_a-r$ again. The state at $E_a$ is restored.

## The memory window

Define threshold by $\phi_s=2\phi_F$, where $\phi_F=V_{th}\ln(N_A/n_i)$. At this potential $n_0e^u\simeq N_A$, so the last exponential in $U$ cancels the $-1$ in the hole term. Terms of relative order $(n_i/N_A)^2$ are negligible, and

$$D_T=\sqrt{2\varepsilon_seN_A(2\phi_F)}=0.168\ \text{µC/cm²},\qquad 2\phi_F=0.833\ \mathrm{V}.$$

For each rest memory, a scalar root search solves $\varepsilon_fE_T+P(E_T;H)=D_T$. The threshold voltage is

$$V_T=2\phi_F+\frac{t_i}{\varepsilon_i}D_T+t_fE_T.$$

The fields are 0.731 MV/cm after erasing and $-0.471$ MV/cm after programming. The insulator drops 0.019 V, so

$$V_T^{er}=0.833+0.019+0.731=1.583\ \mathrm{V},$$

$$V_T^{pr}=0.833+0.019-0.471=0.381\ \mathrm{V}.$$

The common terms cancel in the difference, as the opening argument required:

$$\Delta V_T=t_f(E_T^{er}-E_T^{pr})=1.20\ \mathrm{V}.$$

A bound follows from $E-r\le y_r\le E+r$. Every polarization lies between the saturated rising branch, with $y_r=E-r$, and the saturated falling branch, with $y_r=E+r$. At fixed $D_T$ the field lies between their two solutions, so no history can give a larger window than saturation. For these parameters the bound is 1.45 V.

Two limits show what sets it. Let all relays share one half-width $r$ and let $\delta\to0$, so that the saturated branches jump at $E=\pm r$.

- If $P_s\ge\varepsilon_fr+D_T$, both jumps span $D_T$. The threshold fields are $\pm r$ and the window is $2rt_f$.
- If $P_s\le\varepsilon_fr-D_T$, threshold is reached before either jump. The fields are $(D_T\pm P_s)/\varepsilon_f$ and the window is $2P_st_f/\varepsilon_f$.

In the second regime more coercivity does not help, because the polarization is too small to supply the required change of displacement.

## Reading the two states

A read bias midway between the thresholds, 0.982 V, gives $\phi_s=1.010$ V in the programmed state and 0.253 V in the erased state. Summing the excess electron density over the grid gives 0.743 and $9.5\times10^{-13}$ µC/cm². The latter is about six electrons per square centimetre. The states are well separated, but the ratio of these charges does not predict a current ratio: at such a small charge, the omitted leakage can set the off current.

After the bias returns to zero, the programmed polarization is unchanged. Its memory variables are either $E_0+r$, with $E_0=-0.491$ MV/cm, or $E_a-r$, left by the $+3$ V extremum at $E_a=1.344$ MV/cm. A rising field moves the first kind only above $E_0+2r$, which exceeds 0.5 MV/cm, and the second kind only above $E_a$. At the read bias $\phi_s$ exceeds the gate voltage and the insulator drop is positive, so the ferroelectric field is still negative. No memory variable moves, and $P$ keeps its value even during the pulse.

The erased polarization instead rises by 1.20 µC/cm², from $-2.71$ to $-1.50$ µC/cm², because the first read continues the rising branch begun at $-3$ V. Yet its threshold on the next upward ramp is unchanged. By the restoration argument, that ramp recovers the earlier state at 0.982 V and then continues along the same branch to 1.583 V. This immunity of both thresholds to reading is a property of rate-independent relays; in a real film, switching kinetics and trapping can let repeated read pulses accumulate and shift the threshold. Conversely, equal rest polarizations can hide different thresholds. Taking the programmed device to $-2.007$ V and back to zero also leaves $-1.50$ µC/cm², but its next threshold is 1.38 V instead of 1.58 V. The rest polarization alone is therefore an incomplete record of the device, and the memory to preserve between accepted steps is the full set of $y_r$.

Numerical values quoted here were computed with a short program.
